# When three-dimensional spin algebra changes a hyperfine constant

**Q:** I am calculating a correction to a hyperfine splitting in dimensional regularization. Separate terms have poles in \(\epsilon\), with \(d=3-2\epsilon\), but the sum is finite. Since \(\epsilon\to0\) at the end, I simplify the spins first: \(\sigma^{ij}\sigma^{ij}=6\), and angular averages give \(1/3\). What could go wrong?

**A:** A replacement that is wrong by order \(\epsilon\) is harmless in a finite term. In a term containing \(1/\epsilon\) it leaves a finite remainder. Whether that remainder survives depends on what you do to the terms that cancel the pole.

**Q:** I would like to see this where the answer is known independently.

**A:** Take the relativistic correction to the hydrogen 1S splitting. The nucleus is a fixed point charge with a point magnetic dipole, and we keep terms linear in the dipole. Recoil, radiative corrections and nuclear structure are left out. Units are \(\hbar=c=m=1\), and \(a=Z\alpha\).

**Q:** First, what replaces the three-dimensional spin rules?

**A:** The matrices obey \(\sigma^i\sigma^j+\sigma^j\sigma^i=2\delta^{ij}\), and
\[
\sigma^{ij}=\frac{[\sigma^i,\sigma^j]}{2i},\qquad \sigma^i\sigma^j=\delta^{ij}+i\sigma^{ij}.
\]
For \(i\ne j\), \(\sigma^{ij}=-i\sigma^i\sigma^j\), whose square is \(-\sigma^i\sigma^j\sigma^i\sigma^j=1\). There are \(d(d-1)\) ordered pairs, so \(\sigma^{ij}\sigma^{ij}=d(d-1)\). For a unit vector \(n\), choose the first axis along it. Then \(\sigma^{ij}\sigma^{ik}n_jn_k\) is the sum of \((\sigma^{i1})^2\) over \(i\ne1\), which is \(d-1\).

Let \(M^{ij}\) be the antisymmetric nuclear dipole tensor. The scalar part of \(\sigma^{ij}M^{ik}n_jn_k\) is \(C\sigma^{ij}M^{ij}\). To find \(C\), replace \(M\) by \(\sigma\) on both sides:
\[
d-1=C\,d(d-1),\qquad C=\frac1d .
\]
This agrees with the average \(n_jn_k\to\delta_{jk}/d\). Explicit matrices in dimensions 3 to 6 confirm both contractions; the formulas then define the continuation to other \(d\).

**Q:** Which operators contribute?

**A:** Start from the Dirac equation with \(\Pi=\sigma\cdot(p-eA)\) and \(W\) the energy without the rest mass. Its two components satisfy
\[
(W-V)\varphi=\Pi\chi,\qquad (2+W-V)\chi=\Pi\varphi .
\]
To the required order \(\chi=\tfrac12[1-\tfrac12(W-V)]\Pi\varphi\), so
\[
\left[V+\tfrac12\Pi^2-\tfrac14\Pi(W-V)\Pi-W\right]\varphi=0 .
\]
The norm is \(\langle\varphi|1+\Pi^2/4|\varphi\rangle\). We therefore set \(\varphi=(1-\Pi^2/8)\psi\) and multiply from the left by the same factor. The terms \(\pm W\Pi^2/4\) cancel, leaving
\[
H_{\rm eff}=V+\frac{\Pi^2}{2}-\frac{\Pi^4}{8}-\frac18[\Pi,[\Pi,V]].
\]

Let \(eA_i=\kappa M^{ij}\partial_jV\), where \(\kappa\) is the dipole strength. Then
\[
\Pi^2=(p-eA)^2-\sigma^{ij}\partial_i(eA_j).
\]
On an S state the term linear in \(p\cdot A\) vanishes, because \(M^{ij}n_in_j=0\). The scalar part of \(\partial_i\partial_kV\) is \(\delta_{ik}\nabla^2V/d\), and \(\sigma^{ij}M^{ji}=-\sigma^{ij}M^{ij}\). With
\[
S=\frac{\kappa}{d}\sigma^{ij}M^{ij},
\]
the magnetic part of \(\Pi^2\) is thus \(+S\nabla^2V\). The remaining tensor part links S to D waves. It does not contribute here, since the other operators are scalars.

The contact interaction and the magnetic part of \(-\Pi^4/8\) are
\[
H_F=\frac S2\nabla^2V,\qquad
\delta_1=-\frac S8\{p^2,\nabla^2V\}.
\]
For the double commutator, \([\Pi,V]=-i\sigma\cdot\nabla V\), and its part linear in \(A\) is
\[
[-\sigma^i eA_i,-i\sigma^j\partial_jV]=-2\sigma^{ij}eA_i\partial_jV .
\]
Multiplication by \(-1/8\) and the spin average give
\[
\delta_2=\frac\kappa4\sigma^{ij}M^{ik}\partial_jV\partial_kV
\to\frac S4(\nabla V)^2 .
\]
Without the dipole, the spin-orbit term vanishes on S states and the correction is \(H_B=-p^4/8+\nabla^2V/8\). The energy correction is therefore \(2\langle H_BG'H_F\rangle+\langle\delta_1\rangle+\langle\delta_2\rangle\). Here \(G'\) is \(1/(E-H)\) without the ground state, and \(H=p^2/2+V\).

**Q:** Don't momenta of order the electron mass add another contribution?

**A:** Not in this static problem at this order. In that region the external electron is at rest, and a propagator with energy 1 has denominator \(1-(1+k^2)=-k^2\). With the static fields, the integrals contain only powers of momenta and no scale, so they vanish in dimensional regularization. A scaleless integral can vanish because an ultraviolet pole cancels an infrared one, so this alone does not make the sum finite. Here the Dirac matrix element given below has the integrand \(r^{2\gamma-2}\), with \(\gamma=\sqrt{1-a^2}\), which is integrable at the origin. There is no ultraviolet pole, so the poles must cancel among the terms above. For a scalar contact perturbation, which samples the Dirac density at the origin where it diverges, the pole of the second-order term remains.

**Q:** Where is the pole in \(\delta_2\)?

**A:** At short distance. We use \(V=-ar^{2-d}\), omitting a scale factor that has no effect on the finite sum. The Schrödinger equation gives \(\phi\simeq\phi_0[1-ar^{4-d}/(4-d)]\). Near \(d=3\), therefore, \(\phi^2\simeq\phi_0^2(1-2ar^{4-d})\), while \((\nabla V)^2\simeq a^2r^{2-2d}\). The first term in \(\phi^2\) gives a power divergence, defined by analytic continuation. The second gives
\[
-8\pi a^3\phi_0^2\int_0 dr\,r^{-1+4\epsilon}
\to-\frac{8\pi a^3\phi_0^2}{4\epsilon}=-\frac{2a^6}{\epsilon},
\]
since \(\phi_0^2=a^3/\pi\). The leading splitting is measured by
\[
E_F=\langle H_F\rangle=\frac S2\,4\pi a\,\phi_0^2=2Sa^4 .
\]
Hence
\[
\frac{\langle\delta_2\rangle}{E_F}=-\frac{a^2}{4\epsilon}+\text{finite}.
\]

**Q:** And the second-order term supplies the opposite pole?

**A:** Yes, and we can separate it algebraically. From \(p^2\phi=2(E-V)\phi\),
\[
-\frac{p^4}{8}\phi=-\frac12(H-V)(E-V)\phi
=\frac12(H-E)V\phi-\frac12(E-V)^2\phi .
\]
Also \((H-E)V\phi=-\tfrac12(\nabla^2V)\phi-\nabla V\cdot\nabla\phi\). Solving this for \((\nabla^2V)\phi\) gives
\[
H_B\phi=\tfrac14(H-E)V\phi+R\phi,\quad
R=-\tfrac12(E-V)^2-\tfrac14\nabla V\cdot\nabla,
\]
\[
H_F\phi=-S(H-E)V\phi+F\phi,\quad F=-S\nabla V\cdot\nabla .
\]
Since \(G'(H-E)=-(1-|\phi\rangle\langle\phi|)\), substitution yields
\[
\begin{aligned}
2\langle H_BG'H_F\rangle={}&2\langle RG'F\rangle
+2S(\langle VR\rangle-\langle V\rangle\langle R\rangle)\\
&-\tfrac12(\langle VH_F\rangle-\langle V\rangle\langle H_F\rangle).
\end{aligned}
\]
Here \(R\) and \(F\) act on the ground state next to them. For the smooth potential \(V=-6e^{-r^2/2}\) in three dimensions, where nothing diverges, the direct and reduced forms both give 3.43298286 with \(S=1\).

For the Coulomb potential, \(\langle V\nabla^2V\rangle=0\) by continuation: \(V\phi^2\) at the origin is a sum of powers of \(r\), each continued from a dimension where it vanishes. Thus \(\langle VH_F\rangle=0\). Write \(D=\langle(\nabla V)^2\rangle\). Integrating the same zero by parts gives
\[
0=-D-2\int\phi V\nabla V\cdot\nabla\phi ,
\]
so the last integral is \(-D/2\) and
\[
\langle VR\rangle=-\tfrac12\left(E^2\langle V\rangle-2E\langle V^2\rangle+\langle V^3\rangle\right)+\tfrac18D .
\]
The singular part of the second-order term is therefore \(S(-\langle V^3\rangle+D/4)\). Adding \(\langle\delta_2\rangle=SD/4\) gives \(S(-\langle V^3\rangle+D/2)\).

**Q:** Why is that combination finite?

**A:** Evaluate the same integral another way:
\[
\int\phi V\nabla V\cdot\nabla\phi
=\frac14\int\nabla\phi^2\cdot\nabla V^2
=-\frac14\int V^2\nabla^2\phi^2 .
\]
Since \(\nabla^2\phi^2=4(V-E)\phi^2+2(\nabla\phi)^2\), equating this to \(-D/2\) gives
\[
D=2\langle V^3\rangle-2E\langle V^2\rangle+\int V^2(\nabla\phi)^2 .
\]
Consequently
\[
-\langle V^3\rangle+\frac D2
=-E\langle V^2\rangle+\frac12\int V^2(\nabla\phi)^2 ,
\]
and both terms on the right are finite at \(d=3\). The cancellation used the same \(S\), hence the same spin factor \(1/d\), in both singular contributions.

**Q:** What finite constant remains?

**A:** Now \(d=3\) is safe. We set \(a=1\) inside the averages and restore it by dimensions. With \(\phi\propto e^{-r}\), we have \(E=-1/2\), \(\langle V\rangle=-1\), \(\langle V^2\rangle=2\) and \(\int V^2(\nabla\phi)^2=2\). Also
\[
\langle R\rangle=-\tfrac12\left(\tfrac14-1+2\right)+\tfrac12=-\tfrac18 .
\]

For the regular second-order term, \(F\phi=S\phi/r^2\) and
\[
R\phi=\left(-\frac18+\frac1{2r}-\frac1{4r^2}\right)\phi .
\]
The response to \(1/r^2\) is \(f\phi\), with \(f=2(\ln r+r)+\text{constant}\). Indeed,
\[
(E-H)(f\phi)=\frac12\left(f''+\frac2rf'-2f'\right)\phi
=\left(\frac1{r^2}-2\right)\phi .
\]
Let \(J_n=4\int_0^\infty r^ne^{-2r}\ln r\,dr\). Integration by parts gives \(J_1=J_0/2+1\) and \(J_2=J_0/2+3/2\). Using \(\langle r\rangle=3/2\), \(\langle1/r\rangle=1\) and \(\langle1/r^2\rangle=2\), we find
\[
\left\langle\frac1rG'\frac1{r^2}\right\rangle
=2\left[J_1+1-\left(J_2+\tfrac32\right)\right]=-2,
\]
\[
\left\langle\frac1{r^2}G'\frac1{r^2}\right\rangle
=2\left[J_0+1-2\left(J_2+\tfrac32\right)\right]=-10 .
\]
Hence \(\langle RG'F\rangle=S(-1+5/2)=3S/2\).

For \(\delta_1\), the equation for \(p^2\phi\) and \(\langle V\nabla^2V\rangle=0\) give \(\langle\delta_1\rangle=-E\,E_F\), which is \(S\) in these units. The contributions, in units of \(Sa^6\), are:

- regular second order: \(2\times3/2=3\);
- nonsingular part of \(2S\langle VR\rangle\): \(-E^2\langle V\rangle+2E\langle V^2\rangle=1/4-2=-7/4\);
- \(-2\langle V\rangle\langle R\rangle=-1/4\);
- \(\tfrac12\langle V\rangle\langle H_F\rangle=-1\);
- \(\delta_1\): \(1\);
- finite remainder of the pole cancellation: \(1+1=2\).

Their sum is 3. Division by \(E_F=2Sa^4\) gives
\[
\frac{\Delta E}{E_F}=\frac32a^2 .
\]

**Q:** Does the Dirac equation itself give this number?

**A:** Yes. Let \(\gamma=\sqrt{1-a^2}\). Up to normalization, the 1S radial functions are \(\sqrt{1+\gamma}\,r^\gamma e^{-ar}\) and \(-\sqrt{1-\gamma}\,r^\gamma e^{-ar}\). The operator \(\alpha\cdot A\) joins the large and small components, and the dipole field supplies \(1/r^2\). Apart from common constants, the splitting is
\[
\frac{a\int r^{2\gamma-2}e^{-2ar}dr}{2\int r^{2\gamma}e^{-2ar}dr}
=\frac{a^3}{\gamma(2\gamma-1)} .
\]
Its nonrelativistic limit is \(a^3\). Since \(\gamma\simeq1-a^2/2\), the ratio to that limit is \(1+3a^2/2\) at this order. Quadrature, extrapolated to \(a\to0\), gives 1.50000 for the coefficient.

**Q:** Now make my replacement. I treat \(\delta_2\) in three dimensions, but take the second-order term from a \(d\)-dimensional calculation.

**A:** Suppose the spin factor of \(\delta_2\) is multiplied by \(1+c\epsilon\). Its pole gives
\[
c\epsilon\left(-\frac{a^2}{4\epsilon}\right)=-\frac c4a^2,
\]
so the coefficient becomes \(3/2-c/4\). The value of \(c\) depends on which part of the spin algebra was replaced:

- Using 6 for \(\sigma^{ij}\sigma^{ij}\) in the projection, but keeping the contraction \(d-1\), multiplies the correct \(1/d\) by \(d(d-1)/6=(1-2\epsilon/3)(1-\epsilon)\). Thus \(c=-5/3\), and the coefficient is \(23/12\).
- Using \(1/3\) for \(1/d\) gives the factor \(d/3=1-2\epsilon/3\). Thus \(c=-2/3\), and the coefficient is \(5/3\).
- Using the contraction 2 for \(d-1\), but keeping \(d(d-1)\) in the projection, gives \(2/(d-1)=1+\epsilon+\cdots\). Thus \(c=1\), and the coefficient is \(5/4\).

All three results are finite. The absence of a pole in the final answer therefore does not reveal the mistake.

**Q:** Can I see the finite remainder before the limit is taken?

**A:** At \(\epsilon=0.004\), the terms divided by \(a^2E_F\) are
\[
62.31400+0.50185-61.26926=1.54659 ,
\]
for second order, \(\delta_1\) and \(\delta_2\). The regular average \(\langle RG'F\rangle\) is held at its \(d=3\) value here; this affects the approach to the limit, but not the limit. With \(d=2.992\), the first replacement has the factor \(2.992\times1.992/6=0.99334\). It changes \(\delta_2\) by
\[
(0.99334-1)(-61.269)\simeq0.408 .
\]
The spin factor is wrong by less than one percent, yet the shift is already close to its limit \(5/12\simeq0.417\). Extrapolation from three values of \(\epsilon\) gives 1.5000 for the correct sum and 1.9166 for the faulty one, compared with \(23/12\simeq1.9167\). The fitted pole coefficients are \(0.2500\) and \(-0.2500\).

**Q:** How large is the error in hydrogen?

**A:** For the reference splitting we take electron \(g=2\) and the reduced-mass density at the nucleus. The contact energy is \(-(2\mu_0/3)\) times the scalar product of the two moments and the density. The moments are \(-2\mu_B\mathbf s\) for the electron and \(2\mu_p\mathbf I\) for the proton, so the two minus signs cancel, and \(\mathbf s\cdot\mathbf I\) differs by 1 between the two levels. Hence
\[
\frac{E_F}{h}=\frac{8\mu_0\mu_B\mu_p|\phi(0)|^2}{3h}=1418.840\ {\rm MHz}.
\]
Here \(E_F\) denotes the difference between the levels; the relative correction is the same for it. With \(\alpha=0.007297353\), \(\alpha^2E_F/h=75.555\) kHz. The correct term is
\[
1.5\times75.555\ {\rm kHz}=113.33\ {\rm kHz}.
\]
The three mistakes change it by \(31.48\), \(12.59\) and \(-18.89\) kHz, in the order listed above. The first is about 28 percent of the relativistic term. These numbers combine the fixed-nucleus coefficient with a reduced-mass reference splitting. They are not a prediction of the measured splitting, which also contains the effects we left out.

**Q:** Suppose I use \(1/3\) in every correction. Must I still get the wrong constant?

**A:** No. If every correction is multiplied by the same \(1+c\epsilon\), then
\[
(1+c\epsilon)\left(\frac32+O(\epsilon)\right)\to\frac32 .
\]
The finite remainder from \(\delta_2\) is cancelled by the one from the second-order term. Numerically, each of the three factors gives 1.5000 when applied to all corrections. Using \(1/3\) for \(1/d\) in every term therefore does no harm here, because every term carries the same \(S\); using it on one side of a cancellation does. The other two replacements do not arise as common factors: \(\sigma^{ij}\sigma^{ij}\) and the contraction \(d-1\) enter only the projection of \(\delta_2\), so making either one alone, wherever it occurs, still gives \(23/12\) or \(5/4\).

**Q:** What if I make the replacement only in the second-order term, or only in \(\delta_1\)?

**A:** In the second-order term the pole is \(+a^2/(4\epsilon)\), so the shift is \(+c/4\), opposite to that from \(\delta_2\). In \(\delta_1\) there is no pole. Its limit is \(1/2\), and an order-\(\epsilon\) change disappears. What matters is the pole of the individual term, not its finite size.

**Q:** So how do I decide in a calculation where the pole partner is a high-energy coefficient taken from somewhere else?

**A:** Compare the spin conventions. Let the low-energy part be \((1+c_L\epsilon)P/\epsilon\) and the high-energy part \(-(1+c_H\epsilon)P/\epsilon\), apart from finite terms. Their sum contains
\[
(c_L-c_H)P .
\]
If the coefficient was computed with \(d\)-dimensional spin algebra, the low-energy operators must be reduced in the same way. A replacement that changes only \(c_L\), by an amount \(\Delta c\), shifts the result by \(\Delta c\,P\). It is harmless only if \(\Delta c=0\) or \(P=0\).

There is a further condition if several spin operators occur. Their \(d\)-dimensional products may not share a single factor, and then the common-factor argument above does not apply. The safe order is to keep the \(d\)-dimensional algebra, add all terms whose poles cancel, and set \(d=3\) in the finite sum. The individual terms and limits for the hydrogen case are in the numerical output below.

## Numbers as computed

```
Spin algebra from matrices (dimensionless)
d=3: sigma_ij sigma_ij=6, contraction with n=2
d=4: sigma_ij sigma_ij=12, contraction with n=3
d=5: sigma_ij sigma_ij=20, contraction with n=4
d=6: sigma_ij sigma_ij=30, contraction with n=5
Smooth potential, direct second order: 3.43298286 (model units)
Smooth potential, reduced form: 3.43298286 (model units)
Regular average <R G' F>: 1.500000 (units S a^6)
Terms divided by a^2 E_F (dimensionless)
eps=0.004: E/a^2=-0.501849, second=62.31400, delta1=0.50185, delta2=-61.26926, sum=1.54659
eps=0.008: E/a^2=-0.503720, second=31.14824, delta1=0.50372, delta2=-30.05684, sum=1.59512
eps=0.016: E/a^2=-0.507530, second=15.69195, delta1=0.50753, delta2=-14.50145, sum=1.69803
Coefficient of 1/eps, second order: 0.2500
Coefficient of 1/eps, delta2: -0.2500
Limit of delta1: 0.5000
Correct constant, eps -> 0: 1.5000
Dirac constant at a=0.02: 1.500850
Dirac constant at a=0.04: 1.503408
Dirac constant, a -> 0: 1.50000
Hydrogen alpha: 0.007297353 (dimensionless)
Hydrogen Fermi splitting, g=2: 1418.840 MHz
Hydrogen alpha^2 E_F/h: 75.555 kHz
Correct relativistic term: 113.33 kHz
Mistake in delta2 only, sigma.sigma = 6 in projection only: constant=1.9166
  resulting error: 31.48 kHz
  same factor in all corrections: 1.5000
Mistake in delta2 only, 1/3 in place of 1/d: constant=1.6666
  resulting error: 12.59 kHz
  same factor in all corrections: 1.5000
Mistake in delta2 only, 2 in place of d-1 only: constant=1.2500
  resulting error: -18.89 kHz
  same factor in all corrections: 1.5000
```
